# Scattering force, molasses friction and the Doppler temperature, derived two ways

## Definitions and conventions

An atom of mass $m$ has a ground state $|g\rangle$ and one excited state $|e\rangle$, which decays to $|g\rangle$ at rate $\Gamma$. A laser beam is a plane wave of wave number $k$ and angular frequency $\omega_L$. The detuning is $\delta=\omega_L-\omega_0$, with $\omega_0$ the atomic frequency, so $\delta<0$ means light to the red of resonance. The resonant Rabi frequency $\Omega$ of one beam is taken real, and the saturation parameter of one beam is

$$s=\frac{2\Omega^2}{\Gamma^2}.$$

Two abbreviations are used: $x=\delta/\Gamma$ and $L=1+4x^2$.

The atom's position $z$ and velocity $v$ are treated as classical. This requires the recoil parameter $\hbar k^2/(m\Gamma)$ to be small: one photon then changes the Doppler shift $kv$ by much less than the linewidth, and the internal state settles, in a time of order $1/\Gamma$, before the velocity has changed appreciably.

The results to be derived are the force of one beam on an atom at rest,

$$F=\frac{\hbar k\Gamma}{2}\,\frac{s}{1+s+4\delta^2/\Gamma^2}<\frac{\hbar k\Gamma}{2},$$

and, for weak beams from both directions along each of three axes, a friction force $-\beta v$ along each axis and a temperature $T$:

$$\beta=-\frac{8\hbar k^2 s\,x}{(1+4x^2)^2},\qquad k_BT=\frac{\hbar\Gamma}{8}\,\frac{1+4x^2}{|x|}\quad(x<0).$$

The lowest temperature is $\hbar\Gamma/(2k_B)$, at $\delta=-\Gamma/2$.

## First derivation: force operator and momentum diffusion

**The force of one beam.** In the frame rotating at the laser frequency, and in the rotating-wave approximation, a beam travelling along $+z$ gives

$$H=-\hbar\delta|e\rangle\langle e|+\frac{\hbar\Omega}{2}\left(e^{ikz}|e\rangle\langle g|+e^{-ikz}|g\rangle\langle e|\right).$$

The mean force is $F=-\langle\partial H/\partial z\rangle$. Spontaneous emission adds no mean force, because opposite emission directions are equally likely. Since $\langle|e\rangle\langle g|\rangle=\rho_{ge}$, define $\sigma=e^{ikz}\rho_{ge}$. Then

$$F=-\frac{\hbar k\Omega}{2}(i\sigma-i\sigma^*)=\hbar k\Omega\,\mathrm{Im}\,\sigma .$$

The equation $i\hbar\dot\rho=[H,\rho]$, with decay at rate $\Gamma$ for the excited population and $\Gamma/2$ for the coherence, gives

$$\dot\rho_{ee}=\Omega\,\mathrm{Im}\,\sigma-\Gamma\rho_{ee},$$

$$\dot\rho_{ge}=-\left(\frac{\Gamma}{2}+i\delta\right)\rho_{ge}+\frac{i\Omega}{2}e^{-ikz}(\rho_{gg}-\rho_{ee}).$$

For an atom moving as $z=vt$, differentiating the factor $e^{ikz}$ in $\sigma$ adds $ikv\sigma$. Hence

$$\dot\sigma=-\left(\frac{\Gamma}{2}+i\Delta\right)\sigma+\frac{i\Omega}{2}(1-2\rho_{ee}),\qquad \Delta=\delta-kv .$$

This is the Doppler shift: an atom moving with the light sees a lower frequency. In the steady state the population equation gives $\Omega\,\mathrm{Im}\,\sigma=\Gamma\rho_{ee}$, so

$$F=\hbar k\,\Gamma\rho_{ee}.$$

The atom receives on average one photon momentum per spontaneous emission. The steady coherence is

$$\sigma=\frac{i\Omega}{2}\frac{1-2\rho_{ee}}{\Gamma/2+i\Delta},\qquad \mathrm{Im}\,\sigma=\frac{\Omega\Gamma(1-2\rho_{ee})}{\Gamma^2+4\Delta^2}.$$

Put this into $\Gamma\rho_{ee}=\Omega\,\mathrm{Im}\,\sigma$ and use $\Omega^2=s\Gamma^2/2$:

$$\rho_{ee}=\frac{S}{2}(1-2\rho_{ee}),\qquad S=\frac{s}{1+4\Delta^2/\Gamma^2}.$$

Collecting $\rho_{ee}$ gives $\rho_{ee}(1+S)=S/2$, and therefore

$$F=\frac{\hbar k\Gamma}{2}\frac{S}{1+S}=\frac{\hbar k\Gamma}{2}\,\frac{s}{1+s+4(\delta-kv)^2/\Gamma^2}.$$

For $s\to\infty$ at fixed $\Delta$ the excited population tends to one half and the force to $\hbar k\Gamma/2$. On resonance with $s=1$ the force is half its limit.

**Two opposed weak beams.** Now let equal beams travel along $+z$ and $-z$, with $s\ll1$. To lowest order $\rho_{gg}-\rho_{ee}=1$, so the coherence is linear in the field and is the sum of two responses:

$$\rho_{ge}=a_+e^{-ikz}+a_-e^{ikz},\qquad a_\pm=\frac{i\Omega/2}{\Gamma/2+i(\delta\mp kv)}.$$

The coupling is $\Omega(e^{ikz}+e^{-ikz})$, with derivative $ik\Omega(e^{ikz}-e^{-ikz})$. The force is thus

$$F=-\hbar\,\mathrm{Re}\left\{ik\Omega\left[a_+-a_-+a_-e^{2ikz}-a_+e^{-2ikz}\right]\right\}.$$

The last two terms vanish on averaging over a wavelength. What remains, $\hbar k\Omega\,\mathrm{Im}(a_+-a_-)$, is the difference of the two single-beam forces at first order in $s$:

$$\bar F=\frac{\hbar k\Gamma s}{2}\left[h(\delta-kv)-h(\delta+kv)\right],\qquad h(\Delta)=\frac{1}{1+4\Delta^2/\Gamma^2}.$$

For $k|v|\ll\Gamma$ the bracket is $-2kv\,h'(\delta)$, and $h'(\delta)=-(8\delta/\Gamma^2)/L^2$. Hence

$$\bar F=\frac{8\hbar k^2s\,x}{L^2}\,v=-\beta v .$$

For red detuning $\beta>0$: the beam that opposes the motion is shifted towards resonance and pushes harder. For blue detuning the same force accelerates the atom.

The averaging is justified if the atom moves freely across many wavelengths. At $v=0$, $a_+=a_-=a$ with $\mathrm{Re}\,a=2\Omega\delta/(\Gamma^2+4\delta^2)$, and the position-dependent terms give

$$F=2\hbar k\Omega\,\mathrm{Re}(a)\sin 2kz=\frac{2\hbar k s\,\delta}{L}\sin 2kz .$$

This is $-dU/dz$ for $U=(\hbar s\delta/L)\cos2kz$, whose depth from top to bottom is $2\hbar|\delta|s/L$. The depth is proportional to $s$, whereas the temperature found below is not, so weak beams leave the atom free. With beams on three axes, the interference terms between different axes also carry position-dependent phases, and they average out over position. Along a single straight path they need not: motion along a diagonal between two axes keeps the relative phase of two beams fixed. The friction force used here is the average over position.

**Momentum diffusion.** Photons arrive and leave at random. For small total saturation, successive scattering events are independent, and each of the six beams scatters at the rate

$$R=\Gamma\rho_{ee}=\frac{\Gamma s}{2L}.$$

For independent kicks, the momentum variance grows at the event rate times the mean square kick. Along $z$, absorption from the two $z$ beams contributes $2R\hbar^2k^2$. Emission follows absorption from any of the six beams. If it is isotropic, its mean square component along $z$ is $\hbar^2k^2/3$, which contributes $6R\hbar^2k^2/3$. Together

$$2D=2R\hbar^2k^2+2R\hbar^2k^2,\qquad D=2\hbar^2k^2R .$$

When the kicks are small compared with the width of the momentum distribution $P(p)$, its probability current consists of drift and diffusion:

$$J=-\frac{\beta}{m}\,pP-D\frac{\partial P}{\partial p}.$$

In the steady state $J=0$, so $P\propto\exp[-\beta p^2/(2mD)]$. This is a Maxwell distribution with $\langle p^2\rangle=mD/\beta$. Comparison with $\langle p^2\rangle=mk_BT$ gives, for $x<0$,

$$k_BT=\frac{D}{\beta}=2\hbar^2k^2\,\frac{\Gamma s}{2L}\,\frac{L^2}{8\hbar k^2s|x|}=\frac{\hbar\Gamma}{8}\,\frac{1+4x^2}{|x|}.$$

The intensity cancels, since it scales friction and diffusion alike. With $y=2|x|$,

$$k_BT=\frac{\hbar\Gamma}{4}\left(y+\frac1y\right)=\frac{\hbar\Gamma}{4}\left[2+\left(\sqrt y-\frac1{\sqrt y}\right)^2\right]\ge\frac{\hbar\Gamma}{2}.$$

Equality holds at $y=1$, that is, at $\delta=-\Gamma/2$. Close to resonance $k_BT\to\hbar\Gamma^2/(8|\delta|)$, because the friction vanishes while the diffusion does not. Since then $(kv_{\rm rms}/\Gamma)^2=[\hbar k^2/(m\Gamma)]/(8|x|)$, and since near resonance the force varies as $v/(1+4k^2v^2/\Gamma^2)^2$, the linear friction law is off by a relative amount $8(kv_{\rm rms}/\Gamma)^2=[\hbar k^2/(m\Gamma)]/|x|$. This form therefore needs $|x|$ to be several tens of times $\hbar k^2/(m\Gamma)$. At about 12 times, the full rates already give a temperature 20 to 30 per cent higher, and at about 4 times the atoms do not settle near the formula value. Far from resonance $k_BT\to\hbar|\delta|/2$.

The strongest friction lies elsewhere. Setting the derivative of $|x|/(1+4x^2)^2$ to zero gives $1+4x^2=16x^2$, so $|x|=1/(2\sqrt3)\approx0.289$. There $y=1/\sqrt3$ and $k_BT=\hbar\Gamma/\sqrt3$, which is above the minimum.

## Second derivation: photon rates and energy balance

**The force from rates.** Consider first weak light and an atom almost entirely in $|g\rangle$. Apart from a phase, its excited amplitude obeys

$$\dot c_e=\left(i\Delta-\frac{\Gamma}{2}\right)c_e-\frac{i\Omega}{2}.$$

In the steady state $|c_e|^2=\Omega^2/(\Gamma^2+4\Delta^2)$. Each excitation decays at rate $\Gamma$, so photons are absorbed at the rate

$$W=\Gamma|c_e|^2=\frac{\Gamma}{2}\frac{s}{1+4\Delta^2/\Gamma^2}.$$

For stronger light, assume that the same $W$ governs absorption from $|g\rangle$ and stimulated emission from $|e\rangle$. The populations $N_g+N_e=1$ then satisfy

$$\dot N_e=W(N_g-N_e)-\Gamma N_e .$$

Setting this to zero gives $N_e=W/(\Gamma+2W)$. Absorption gives the atom $\hbar k$, and stimulated emission returns $\hbar k$ to the beam, so

$$F=\hbar kW(N_g-N_e)=\hbar k\Gamma N_e=\frac{\hbar k\Gamma W}{\Gamma+2W}.$$

Inserting $W=\Gamma S/2$ gives $(\hbar k\Gamma/2)S/(1+S)$, as before. The limit now has a direct meaning: in intense light, absorption and stimulated emission nearly cancel, and lasting momentum transfer waits for spontaneous decay, which an atom excited half the time performs at rate $\Gamma/2$.

**Energy gained in one scattering event.** Let an atom of velocity $\mathbf v$ absorb a photon travelling along the unit vector $\mathbf n$ and emit one along $\mathbf n'$. Its momentum changes by $\hbar k(\mathbf n-\mathbf n')$ and its kinetic energy by

$$\delta K=\hbar k\,\mathbf v\cdot(\mathbf n-\mathbf n')+\frac{\hbar^2k^2}{2m}|\mathbf n-\mathbf n'|^2 .$$

For isotropic emission $\mathbf n'$ averages to zero and $|\mathbf n-\mathbf n'|^2=2-2\mathbf n\cdot\mathbf n'$ averages to 2. The mean gain is therefore

$$\overline{\delta K}=\hbar k\,\mathbf n\cdot\mathbf v+\frac{\hbar^2k^2}{m}.$$

The second term heats. The first cools if photons moving against the atom are absorbed more often.

**Balance over six weak beams.** Let $R(\delta)$ be the weak-light scattering rate per beam and $R'$ its derivative. Beam $i$, with direction $\mathbf n_i$, scatters at

$$R_i=R(\delta-k\mathbf n_i\cdot\mathbf v)\approx R-k(\mathbf n_i\cdot\mathbf v)R'.$$

The six directions satisfy $\sum_i\mathbf n_i=0$ and $\sum_i(\mathbf n_i\cdot\mathbf v)^2=2v^2$. The mean heating power is thus

$$\sum_iR_i\,\overline{\delta K}_i=-2\hbar k^2R'v^2+\frac{6\hbar^2k^2R}{m}.$$

Its average over the atoms must vanish in the steady state, so $m\langle v^2\rangle=3\hbar R/R'$. The three axes are equivalent, hence $m\langle v^2\rangle=3k_BT$ and

$$k_BT=\hbar\,\frac{R}{R'}=\hbar\left(\frac{d\ln R}{d\delta}\right)^{-1}.$$

The temperature is set by the relative slope of the absorption line. The force along $z$ follows from the same rates:

$$F_z=\hbar k\sum_iR_in_{iz}=-2\hbar k^2R'v_z,\qquad \beta=2\hbar k^2R'.$$

For the Lorentzian $R=\Gamma s/(2L)$,

$$R'=-\frac{4s\,x}{L^2},\qquad \frac{R'}{R}=-\frac{8x}{\Gamma L}.$$

These reproduce $\beta=-8\hbar k^2sx/L^2$ and, for $x<0$, $k_BT=\hbar\Gamma L/(8|x|)$. The minimum now marks the steepest relative slope of the line.

## A numerical case

Take a model atom with $m=100$ u $=1.6605\times10^{-25}$ kg, wavelength 500 nm, $\Gamma=2\pi\times10$ MHz $=6.2832\times10^7\ \mathrm{s^{-1}}$, and $s=0.01$ per beam at $\delta=-\Gamma/2$, so that $L=2$. With $\hbar k=1.3252\times10^{-27}$ kg m/s, the limiting force of a single intense beam is

$$\frac{\hbar k\Gamma}{2}=\frac{(1.3252\times10^{-27})(6.2832\times10^7)}{2}\ \mathrm N=4.163\times10^{-20}\ \mathrm N .$$

Divided by $m$, this is $2.51\times10^5\ \mathrm{m/s^2}$, about 26 000 times standard gravity.

In the molasses, the factor multiplying $\hbar k^2$ is $8(0.01)(0.5)/2^2=0.01$. With $k=1.2566\times10^7\ \mathrm{m^{-1}}$,

$$\beta=0.01\,(1.3252\times10^{-27})(1.2566\times10^7)\ \mathrm{kg/s}=1.665\times10^{-22}\ \mathrm{kg/s}.$$

The velocity decays in a time $m/\beta=1.00$ ms. Each beam scatters at $R=\Gamma s/4=1.571\times10^5\ \mathrm{s^{-1}}$, so $D=2(\hbar k)^2R=5.517\times10^{-49}\ \mathrm{kg^2\,m^2/s^3}$. The ratio $D/(\beta k_B)$ gives $T=240$ µK.

The rms velocity per axis is 0.141 m/s. It is well below $\Gamma/k=5.00$ m/s, where the linear friction law has failed, and well above the recoil velocity of 7.98 mm/s, so single kicks are small. The recoil parameter is 0.0016, and the standing-wave depth of one beam pair is 0.010 of $k_BT$.

The addition of forces was tested by carrying an atom through a standing wave at $kv=0.2\Gamma$ and $\delta=-\Gamma/2$. At $s=10^{-4}$ the mean force is 0.9998 of the weak-beam sum. At $s=0.01$ it is 0.98, and at $s=1$ it is 0.35. For one beam pair at $s=0.01$ and this velocity, the true mean force thus falls two per cent below the weak-beam sum, so the friction coefficient above is a leading-order value. With six beams the correction is larger and depends on the relative phases of the three pairs. Averaged over position, the friction at $s=0.01$ lies 6 to 9 per cent and the diffusion about 5 per cent below the values above, so $D/\beta$ is 1 to 4 per cent above 240 µK; these six-beam figures are not part of the printed output.

A simulation of individual photon kicks, using the weak-beam rates but neither $\beta$ nor $D$, gives $k_BT=0.505\,\hbar\Gamma$ at $\delta=-\Gamma/2$, against 0.500 from the formula. At $\delta=-\Gamma$ it gives 0.636 against 0.625. Both lie within the program's tolerance of 6 per cent of the formula value. The numerical output follows this text.

## What each derivation assumes

Both derivations assume classical motion, a small recoil parameter and an atom without ground-state sublevels. For the molasses, both also need weak beams, independent scattering events and $k|v|\ll\Gamma$. The diffusion coefficient was worked out for isotropic emission. The energy balance needs less: only that the emission direction $\mathbf n'$ averages to zero. An anisotropic pattern with this property can make the temperatures of the three axes differ, but it leaves their mean unchanged. If the line is so narrow that $\hbar k^2/(m\Gamma)$ is not small, one recoil shifts the atom across a good part of the line, and neither result for $T$ can be trusted. With several ground-state sublevels, optical pumping between them can add forces that this model does not contain.

They differ in how they treat the light. The first starts from the coherence and derives the saturation of the force. It also shows why, to first order in $s$, interference between beams drops out of the position-averaged force, and how deep the leftover potential of one beam pair is; its diffusion coefficient, however, still rests on adding independent single-beam rates. The second postulates equal rates for absorption and stimulated emission and adds the beams' rates without proof. In the steady state of one beam the postulate is justified by the first derivation, where eliminating $\sigma$ leaves the same population equation. In return, the formula $k_BT=\hbar R/R'$ does not require a Lorentzian line.

They also differ in what they say about the velocities. The energy balance yields one number, the mean kinetic energy, and needs the equivalence of the three axes to turn it into a temperature. The diffusion argument treats each axis separately and yields the whole Maxwell distribution.

One pair of beams along $z$ shows the difference. Emission still kicks the atom sideways, where nothing damps it, so the total kinetic energy has no steady state and its balance gives no temperature; one would have to balance the energy of the motion along $z$ alone. The diffusion argument still works along $z$. Absorption contributes $2R\hbar^2k^2$ as before, but emission follows only two beams and contributes $2R\hbar^2k^2/3$. The sum is $8R\hbar^2k^2/3$ instead of $4R\hbar^2k^2$, a factor $2/3$, with unchanged friction. At $\delta=-\Gamma/2$ this gives $k_BT=\hbar\Gamma/3$ along the beams; the simulation gives $0.331\,\hbar\Gamma$. The value $\hbar\Gamma/2$ thus belongs to a definite geometry of beams and emission, here six beams with isotropic emission, and not to the linewidth alone.

## Computed results

```
MODEL ATOM
mass = 100 u = 1.6605e-25 kg
wavelength = 500 nm
Gamma/(2 pi) = 10 MHz
Gamma = 6.2832e+07 1/s
k = 1.2566e+07 1/m
s per beam = 0.01, delta/Gamma = -0.5
SCATTERING FORCE
photon momentum hbar k = 1.3252e-27 kg m/s
recoil velocity hbar k/m = 7.981 mm/s
limiting force hbar k Gamma/2 = 4.1633e-20 N
limiting acceleration = 2.5072e+05 m/s^2
same, over standard gravity = 2.557e+04
resonant force / limit at s = 1: 0.5000
resonant force / limit at s = 10: 0.9091
resonant force / limit at s = 100: 0.9901
MOLASSES
friction coefficient beta = 1.6653e-22 kg/s
velocity damping time m/beta = 0.9971 ms
scattering rate per beam = 1.5708e+05 1/s
diffusion coefficient D = 5.5172e-49 kg^2 m^2/s^3
D/(beta k_B) = 239.96 microkelvin
hbar Gamma/(2 k_B) = 239.96 microkelvin
rms velocity per axis = 0.1413 m/s
velocity scale Gamma/k = 5.000 m/s
SMALL RATIOS
recoil parameter hbar k^2/(m Gamma) = 1.596e-03
k v_rms/Gamma = 0.0283
standing-wave depth/(k_B T), one beam pair = 0.0100
NUMERICAL TESTS
detuning of largest friction = -0.2887 Gamma
detuning of lowest temperature = -0.5000 Gamma
lowest k_B T = 0.5000 hbar Gamma
standing-wave test: k v/Gamma = 0.2, delta/Gamma = -0.5
true mean force / weak-beam sum at s = 0.0001: 0.9998
true mean force / weak-beam sum at s = 0.01: 0.9805
true mean force / weak-beam sum at s = 1: 0.3549
PHOTON-BY-PHOTON SIMULATION, k_B T in hbar Gamma
atoms per case = 1000, events per atom = 10000
six beams, delta/Gamma = -0.25: 0.625 (formula 0.625)
six beams, delta/Gamma = -0.50: 0.505 (formula 0.500)
six beams, delta/Gamma = -1.00: 0.636 (formula 0.625)
one pair, delta/Gamma = -0.50: 0.331 (formula 0.333)
<v^4>/<v^2>^2, six beams, -0.50: 2.991 (Gaussian 3)
```
